Why small slurry particles resist removal by wall shear

**Two spheres on one wall**

Two smooth spheres, of radius 30 nm and 60 nm, are left on a wafer after polishing. Both sit in water at the same small separation from the wall, and the same shear flow passes over them. Near the wall the liquid velocity is

u = G z,

where z is the height and G the shear rate.

The larger sphere reaches twice as high, so it meets liquid moving twice as fast. The velocity also changes over twice the distance, so the viscous stress is unchanged. The stress acts on four times the surface, and the drag is four times larger.

Adhesion behaves differently. The van der Waals force has a short range, so it acts mainly on the part of the sphere within a few separations of the wall. A cap of height s on a sphere of radius a has area 2πas. Let s be a fixed small multiple of the separation z₀. Doubling a at fixed z₀ then doubles this area, and so doubles the adhesion.

Going from 60 nm to 30 nm therefore divides the drag by four but the adhesion by two. The flow loses half its advantage. This is the origin of the size effect, but it is not yet a criterion for removal: drag pulls along the wall and adhesion pulls towards it. The two forces must be calculated, then connected by a mechanism.

**The drag contribution**

Let η be the viscosity and ρ the density of the liquid. The particle Reynolds number ρGa²/η is taken to be small, so inertia drops out and the flow obeys the Stokes equations

∇p = η∇²u, ∇·u = 0.

Measure lengths in a, velocities in Ga and pressures in ηG. Both sides of the first equation then carry the factor ηG/a, which cancels. The boundary conditions become zero velocity on a unit sphere and on the wall, and a far velocity equal to the scaled height. In the contact limit z₀/a → 0 no parameter remains. Stress is ηG times a pure number, area brings a², and a lever arm brings another a:

F_D = C_F ηG a²
T = C_T ηG a³.

Here T is the torque about the centre of the sphere, which is held at rest.

The two numbers require a solution of the flow. Place point forces inside the sphere, and let each have an image that keeps the wall at rest. For a force at height h, let r be the vector from the force to the field point and R the vector from its mirror point. With S_ij(r) = δ_ij/r + r_i r_j/r³, the velocity in direction i per unit force in direction j is K_ij/(8πη), where

K_ij = S_ij(r) − S_ij(R) + 2h m_j D_ij, m = (1, 1, −1),
D_ij = ∂/∂R_j [h R_i/R³ − S_i3(R)]
= (h − R₃)(δ_ij/R³ − 3R_i R_j/R⁵) + (δ_i3 R_j − R_i δ_j3)/R³.

S is the Stokes flow of a point force, and R_i/R³ is a gradient of a harmonic function, hence a Stokes flow without pressure. Derivatives of Stokes flows are Stokes flows, so K is one too.

On the wall R₃ = h, |r| = |R|, and r differs from R in the sign of its third component. The first part of D vanishes there. For i = 3 and j lateral, the S terms give −2hR_j/R³ and the D term gives +2hR_j/R³. For i lateral and j = 3, the S terms give −2hR_i/R³, while m₃ = −1 turns the D term into +2hR_i/R³. All other components vanish separately. The wall is at rest.

If q is the set of forces exerted on the sphere, the liquid receives −q, and the no-slip condition on the sphere's surface is

G z δ_i1 − (1/8πη) Σ K_ij q_j = 0.

This is solved for q by least squares. Momentum balance makes the drag equal to the sum of the q, and T equal to the sum of their moments about the centre. The undisturbed shear adds neither force nor torque, because its stress is uniform and symmetric.

The solution was computed for radii of 8, 20 and 40 nm at a separation of 0.4 nm. At surface points not used in the fit, the largest residual velocity was 3.5×10⁻⁸ Ga. Extrapolation to contact gives

C_F = 32.06, C_T = 11.86.

For comparison, a sphere in unbounded liquid streaming at the speed Ga would feel 6πηGa². The shear flow over the touching sphere gives 1.70 times that value.

**The adhesion contribution**

Let two atoms at distance r have the energy −C/r⁶, and let the two solids have atomic densities n₁ and n₂. The Hamaker constant is A = π²C n₁n₂; in water an effective value is used. Pair forces are summed without retardation, which suits a separation below a nanometre.

An atom at height H is attracted by wall atoms at vertical distance s and lateral distance w. Each pair force is 6C/r⁷, with vertical fraction s/r and r² = w² + s². The downward force on the atom is

n₂ ∫_H^∞ ds ∫₀^∞ 2πw dw · 6Cs/(w² + s²)⁴.

The lateral integral ∫ w dw/(w² + s²)⁴ equals 1/(6s⁶), which leaves

n₂ ∫_H^∞ 2πC/s⁵ ds = πC n₂/(2H⁴).

Multiplication by n₁ gives a force per unit volume of A/(2πH⁴).

Cut the sphere into horizontal slices at height s above its lowest point. Each has area π(2as − s²), so

F_A = (A/2) ∫₀^{2a} (2as − s²)/(z₀ + s)⁴ ds.

Put t = z₀ + s and L = z₀ + 2a. The numerator is s(2a − s) = (t − z₀)(L − t) = −t² + (z₀ + L)t − z₀L, and the integral becomes

[1/t − (z₀ + L)/(2t²) + z₀L/(3t³)] from z₀ to L
= 1/(2L) − z₀/(6L²) − 1/(2z₀) + L/(6z₀²)
= (L − z₀)³/(6z₀²L²).

Since L − z₀ = 2a,

F_A = 2Aa³/[3z₀²(z₀ + 2a)²] = (Aa/6z₀²)(1 + z₀/2a)⁻².

For z₀ ≪ a this is

F_A = k a, k = A/(6z₀²).

At a = 120 nm and z₀ = 0.4 nm the short form exceeds the full sum by 0.33 %.

**Weighing the two forces**

At equal G, η, A and z₀,

F_D/F_A = (C_F ηG/k) a.

At finite separation the law is slightly modified. Between 20 and 40 nm, with z₀ = 0.4 nm, the computed drag grows as a^1.992 and the adhesion as a^1.014, so their ratio grows as a^0.978. The excess in the adhesion exponent comes from the factor (1 + z₀/2a)⁻², which rises towards one as a grows.

A different shape shows which ingredient matters. Let a cube of side ℓ lie face-on at the same separation. Its adhesion is

ℓ² ∫ A/(2πH⁴) dH from z₀ to z₀ + ℓ
= (Aℓ²/6πz₀³)[1 − z₀³/(z₀ + ℓ)³],

which is proportional to ℓ² when ℓ ≫ z₀. Its drag also scales as ℓ², by the same argument as before, so their ratio does not depend on size. Tipping the cube over an edge gives no size effect either: the adhesive moment is the force times ℓ/2, hence proportional to ℓ³, as is the hydrodynamic moment. Smallness alone does not protect a particle. The sphere's size effect needs an adhering area that shrinks more slowly than the area exposed to the flow.

**Sliding**

The contact is loaded by adhesion alone, because Stokes flow gives this sphere no lift. To see this, reverse the flow: by linearity every force changes sign. The reversed flow is also the mirror image of the original, and mirroring leaves a vertical force unchanged. The lift must equal its own negative, so it is zero.

With a friction coefficient f independent of size, sliding starts when F_D = fF_A:

G_slide = fk/(C_F ηa) ∝ 1/a.

Friction at small contacts may instead be a constant shear strength times the contact area πb². With the elastic contact radius b ∝ a^(2/3) found below, friction then grows as a^(4/3), and the threshold scales as a^(4/3)/a² = a^(−2/3). The small particle is still the harder one to move, but less markedly.

**Rolling**

A sphere can also roll over the downstream edge of its contact. The drag is horizontal, so its moment about that edge includes the height a but no horizontal offset. The torque T turns the sphere the same way. The total is

F_D a + T = (C_F + C_T)ηGa³ = C_M ηGa³, C_M = 43.92.

Adhesion acts through the centre of the contact and resists with the lever b. The supporting pressure can shift downstream by at most b, so the resisting moment cannot exceed F_A b while the adhesion stays centred. A smooth, perfectly reversible contact has no static rolling resistance: the contact moves along with the sphere and the pressure stays centred beneath it. Resistance needs some irreversibility, such as pinning of the contact edge. The model takes the full moment F_A b, which for centred adhesion and a support confined to the radius b gives an upper estimate of the rolling threshold; a resistance that is a fixed fraction of F_A b would lower the threshold but leave its size exponent unchanged. With the full moment, rolling starts at

G_roll = kb/(C_M ηa²).

The contact radius follows from elasticity. A point load P on an elastic half-space displaces the surface at distance s by (1 − ν²)P/(πEs), where E is Young's modulus and ν Poisson's ratio. For two equal materials the compliances add, giving P/(πE*s) with E* = E/[2(1 − ν²)].

Try the pressure p = p₀√(1 − r²/b²). Through a point at radius r, draw a chord at angle φ to the radius. Its half-length α obeys α² = b² − r² sin²φ, and at distance t from its midpoint the pressure is (p₀/b)√(α² − t²). In polar coordinates about the point, the area element s ds dφ cancels the 1/s of the displacement. Each chord contributes (p₀/b)πα²/2, and integrating φ from 0 to π covers the disc once:

v(r) = (p₀/2bE*) ∫₀^π (b² − r² sin²φ) dφ
= πp₀(2b² − r²)/(4bE*).

The displacement must match the sphere's profile, so v(0) − v(r) = r²/(2a). This requires p₀ = 2bE*/(πa). The total load is the integral of the pressure, 2πb²p₀/3 = 4E*b³/(3a). Setting it equal to the adhesion ka gives

b = (3k/4E*)^(1/3) a^(2/3).

The rolling threshold therefore scales as a^(2/3)/a² = a^(−4/3), a stronger size dependence than sliding with constant f. If roughness fixes the lever b independently of size, the dependence becomes a⁻².

Using adhesion as an external load requires that it barely deform the surfaces on the scale of its own range. The measure is the Tabor number [aW²/(E*²z₀³)]^(1/3), with W = A/(12πz₀²). It is 0.009 at the critical radius found below, well below one. The contact radius b also assumes that the repulsion between the solids is a hard wall at z₀. The indentation b²/a is only 0.01 nm at that radius, so a repulsion of finite range spreads the support more widely. For rigid surfaces with a pressure proportional to (z₀/h)³ − (z₀/h)⁹ at local gap h, the repulsive zone at zero net load has radius √(0.41 a z₀) ≈ 2.3 nm, four times the elastic value, and grows as a^(1/2). Taken as the lever, it would raise the rolling threshold and change its exponent to −3/2. The rolling numbers below are for the hard wall.

**Numbers for silica on oxide**

Take rough typical values for silica on silicon oxide in water: A = 0.05 eV, z₀ = 0.4 nm, E = 70 GPa, ν = 0.17, f = 0.3 and η = 1.0 mPa s. Model the brush film as 3 µm of liquid sheared at 0.3 m/s. Then

G = 0.3/(3×10⁻⁶) = 1.0×10⁵ s⁻¹
k = 8.011×10⁻²¹/[6(0.4×10⁻⁹)²] = 8.34×10⁻³ N/m = 8.34 pN/nm
E* = 70/[2(1 − 0.17²)] = 36.0 GPa.

For a = 60 nm the adhesion ka is 501 pN. The drag is 32.06 × 10⁻³ × 10⁵ × (60×10⁻⁹)² N = 11.5 pN, or 2.3 % of the adhesion. For a = 30 nm the values are 250 pN and 2.9 pN, or 1.2 %.

Sliding the 60 nm sphere needs a drag of 0.3 × 501 = 150 pN, thirteen times what this flow supplies, hence G = 1.3×10⁶ s⁻¹. With the hard-wall elastic contact radius as lever, rolling it needs at most 4.5×10⁴ s⁻¹, which the flow exceeds. The ratio of the thresholds explains the difference:

G_roll/G_slide = (C_F/C_M)(b/a)/f.

With b = 0.86 nm this is 0.73 × 0.0143/0.3 ≈ 0.035. The flow works with a lever of about a, the adhesion with a lever below a nanometre, so a drag of a few per cent of the adhesion can roll the sphere. The 30 nm sphere needs 1.14×10⁵ s⁻¹ if its contact resists with the full moment F_A b, and in that case the flow alone does not roll it.

The dividing radius follows from G_roll = G:

C_M ηG a² = k(3k/4E*)^(1/3) a^(2/3).

Divide by a^(2/3) and raise to the power 3/4:

a_c = [k/(C_M ηG)]^(3/4) (3k/4E*)^(1/4) = 33 nm.

The flow was solved again at this radius with the actual separation, and the full van der Waals sum was used. The hydrodynamic moment then came out at 1.022 times the adhesive one, so the contact approximations matter little here.

Sliding alone would remove only spheres above about 780 nm in radius. Their diameter would be half the film thickness, where a single-wall shear flow is a poor description. The figure shows that sliding does not remove particles of tens of nanometres in this model; it is not a usable cut-off.

At fixed k, η and E*, a_c scales as G^(−3/4). Halving the critical radius takes 2^(4/3) ≈ 2.5 times the shear rate, provided that smooth elastic rolling remains the mechanism.

**Weighing what was left out**

At a_c, the particle Reynolds number is 1.1×10⁻⁴, and both the inertial force scale ρG²a⁴ and the buoyant weight are below 10⁻⁷ of the adhesion. Contact flattening adds a disc under the pressure A/(6πz₀³). Its force relative to ka is b²/(az₀), here 2.5 %. The rest of the sphere also moves closer to the wall; with the elastic gap profile included, the adhesion rises by about 4.4 % in all.

The separation matters far more. Since a_c ∝ k ∝ z₀⁻², reducing z₀ from 0.4 to 0.3 nm raises a_c to 59 nm.

Equal surface potentials of 40 mV in 1 mM salt give a double-layer repulsion of 8.5 % of the adhesion at z₀, in a linearised estimate that also treats the sphere as large compared with the 9.6 nm decay length of the repulsion. At a_c the radius is only about three times that length, so the figure is rough. It also assumes that the potentials stay at 40 mV as the surfaces approach. If the surface charge stays fixed instead, a nonlinear estimate gives about 40 % of the adhesion, which would lower a_c to about 20 nm. Within this approximation the repulsion at fixed separation is also proportional to a, so it changes k but not the exponents.

Its effect on thermal escape is larger. The van der Waals well is 25 kT deep at a_c and 11 kT at 15 nm. The repulsion decays over 9.6 nm, so near the wall treat it as a constant force εF_A with ε = 0.085. The net attraction F_A(z₀²/z² − ε) vanishes at z = z₀/√ε = 1.4 nm. The work needed to get there is

F_A z₀[(1 − √ε) − ε(1/√ε − 1)] = F_A z₀(1 − √ε)² ≈ 0.50 F_A z₀.

The barrier is thus about half the van der Waals well. It also shrinks with a, so thermal motion increasingly helps smaller particles to leave. For diffusion out of the well, with the mobility reduced near the wall, the mean escape time of a 30 nm sphere is of order 10 ms with this repulsion. For a 60 nm sphere with the same repulsion it is most of an hour. These times depend exponentially on the barrier. With A about 20 % lower and the same repulsion, the 60 nm time falls to a few seconds. With fixed surface charge its barrier is only about 7 kT and the time is below a millisecond. Without repulsion there is no barrier top to mark the escape, so the time depends on the distance chosen: the 30 nm sphere takes about a minute and a half to reach a separation of 5 nm, and about an hour to reach 100 nm. These two figures use the unretarded energy at all separations; an approximate retardation correction shortens them by factors of about two and three. The claim that smaller means harder to remove therefore concerns mechanical thresholds only. When the surfaces repel, it can fail already near a_c within seconds of cleaning.

**The real wafer**

The chosen shear rate and film thickness are rough process assumptions, and real brush contact is neither steady nor uniform. The calculated contact radius at a_c, 0.57 nm, is of atomic size, where a smooth elastic continuum is doubtful. If roughness instead supplies a fixed 2 nm pivot and leaves the adhesion unchanged, a_c becomes 62 nm. If it also lifts the sphere by 0.3 nm, the adhesion weakens and a_c is about 35 nm. Chemical bonding can matter more. A bond force scale of 1 eV per 0.1 nm is 1602 pN, against 276 pN of adhesion at a_c. Adding one such bond at the same lever would raise the rolling threshold about sevenfold. The value of 33 nm is therefore an estimate for a clean, unbonded, smooth contact that resists rolling with the full moment F_A b, not a process specification. The mechanical preference for retaining small spheres is less sensitive: it holds for each of the sliding and rolling laws above, provided that separation, material and flow are the same for all sizes. The numerical output below gives the remaining values.

Computed results

```
Drag coefficient C_F at contact: 32.06
Torque coefficient C_T at contact: 11.86
Rolling coefficient C_M = C_F + C_T: 43.92
C_F/(6 pi): 1.701; C_T/(4 pi): 0.944
C_F by linear extrapolation: 32.06
Relative drag shift, 60 to 80 rings: 4.2e-07
Largest slip on sphere / (G a): 3.5e-08
Far-wall drag/(6 pi eta G a h), h = 10a: 1.0592
Size exponents from 20 to 40 nm at z0 = 0.4 nm:
  drag 1.992, adhesion 1.014, ratio 0.978
  face-on cube adhesion 2.000
  sliding rate -0.978, rolling rate -1.308
Near-contact adhesion error at 120 nm: 0.33 %
Hamaker constant: 0.05 eV = 8.011e-21 J
Separation z0: 0.4 nm; friction coefficient: 0.3
Young modulus: 70 GPa; Poisson ratio: 0.17
Reduced modulus E*: 36.0 GPa
Viscosity: 1.0 mPa s; temperature: 298 K
Film: 3 um; speed: 0.3 m/s; G: 1.00e+05 1/s
Wall shear stress: 100 Pa
Adhesion per radius k: 8.34 pN/nm
Radius 30 nm: adhesion 250 pN, drag 2.89 pN, ratio 0.0115
  contact radius 0.54 nm; slide 2.60e+06 1/s; roll 1.14e+05 1/s
Radius 60 nm: adhesion 501 pN, drag 11.54 pN, ratio 0.0230
  contact radius 0.86 nm; slide 1.30e+06 1/s; roll 4.51e+04 1/s
Radius 120 nm: adhesion 1001 pN, drag 46.16 pN, ratio 0.0461
  contact radius 1.36 nm; slide 6.51e+05 1/s; roll 1.79e+04 1/s
Critical rolling radius a_c: 33.0 nm
Critical sliding radius: 781 nm
Hydrodynamic/adhesive moment at a_c, full forces: 1.022
a_c if z0 = 0.3 nm: 58.7 nm
a_c for a fixed 2 nm pivot: 61.6 nm
Neglected effects at a_c:
  contact radius: 0.57 nm; Tabor number: 0.0089
  flattening adds to adhesion: 2.5 %
  Debye length (1 mM salt): 9.6 nm
  double layer (40 mV)/adhesion: 8.5 %
  particle Reynolds number: 1.1e-04
  inertial force scale/adhesion: 4.3e-08
  buoyant weight (excess 1200 kg/m3)/adhesion: 6.4e-09
  particle diameter/film thickness: 0.022
  one bond, 1 eV per 0.1 nm: 1602 pN
  adhesion at a_c: 276 pN
Well depth at 15 nm: 10.9 kT
Well depth at 30 nm: 22.9 kT
Well depth at a_c: 25.3 kT
```
